Four Zero Modes and Two Quadratic Bending Branches of a Wire

**1. The decision and the setting**

A density functional perturbation calculation for a nanotube or nanowire delivers force constants, and before phonons are interpolated from them one must decide which sum rules to impose and whether the period must be relaxed along with the atoms. If only the translational rule is imposed, the spectrum at q = 0 may show three zero frequencies and a small fourth one. Is the fourth a soft vibration or an error? If the period was not relaxed, the lowest branches may start linearly, or with imaginary frequencies. Is that a property of the wire or of its tension? Both questions are settled by the invariances of the energy.

Take a straight wire along z with period c. Atom i = (l, κ) sits in cell l at R_i, with x and y measured from the axis and Z_ij ≡ z_j − z_i. Atomic units are used in the algebra. The force constants are the 3×3 blocks

Φ_ij = ∂²E/∂R_i ∂R_j = −∂F_i/∂R_j, with Φ_ji = Φ_ijᵀ.   (1)

The assumptions are as follows.

(a) The energy E is unchanged by rigid translations and rotations. This holds for an isolated wire. In a three-dimensional repeated cell it requires enough vacuum, because turning each wire inside a fixed lattice of neighbours is not a rigid rotation of the whole.

(b) The force on every atom vanishes.

(c) The energy is a sum of local site energies, and Φ_ij falls off fast enough for the sums over cells below to converge up to the fourth power of Z_ij. Unscreened dipole forces, with Φ ~ 1/|Z|³, are therefore left out.

For a wave u_j = v_κ exp(iqz_j) the equation of motion is M ω² v = C(q) v, where M is the diagonal mass matrix and

C(q)_κκ' = Σ_l Φ_ij exp(iqZ_ij), i = (0, κ), j = (l, κ').   (2)

The phase contains the true atomic positions. By (1), C(q) is Hermitian. Its expansion is C = C0 + qC1 + q²C2 + …, with

C0 = Σ_l Φ_ij, C1 = i Σ_l Φ_ij Z_ij, C2 = −½ Σ_l Φ_ij Z_ij².   (3)

Each coefficient is Hermitian. C0 and C2 are also real, hence symmetric.

**2. Four zero modes at q = 0**

Shift all atoms by the same vector. No force changes, so

Σ_j Φ_ij = 0.   (4)

Let e_a denote the cell vector in which every atom moves by one unit along a = x, y, z. Then (4) reads C0 e_a = 0, which gives three zero modes.

Now rotate all atoms by a small angle θ about a unit vector n. The forces turn with the atoms. To first order in θ, the force on atom i after the rotation can be written in two ways:

F_i − θ Σ_j Φ_ij (n×R_j) = F_i + θ n×F_i.

The left side is the Taylor expansion of the force with (1), and the right side is the rotated old force. Hence

Σ_j Φ_ij (n×R_j) = −n×F_i.   (5)

The right side vanishes when the forces do. For n along z the displacement is

t_κ = (−y_κ, x_κ, 0),   (6)

which does not contain z and is the same in every cell. It is therefore a legitimate q = 0 displacement, and (5) becomes C0 t = 0. This is the twist mode, in which the whole wire turns about its axis.

The vector t is independent of the translations unless all atoms have the same x and y. In that exceptional case they lie on one line; with the axis placed on it, t = 0 and three zero modes remain. Moving the axis elsewhere merely adds a translation to t.

Rotations about x and y also cost no energy, but their displacements grow in proportion to z, by θc from one cell to the next. They are not cell-periodic and add no mode at q = 0. The count is thus four, provided that no further mode is soft by accident.

Equation (5) also shows what happens if the atoms are not relaxed. Multiply it by t_κ and sum over the cell. Since (n×r)·(n×F) = x F_x + y F_y for n along z,

tᵀ C0 t = −Σ_κ (x_κ F_κx + y_κ F_κy).   (7)

Forces that point inward, as in a wire held too wide, give the twist a positive apparent stiffness. Outward forces give it a negative one. A nonzero twist frequency can therefore be a measure of residual forces even when the force constants are perfect.

**3. What the other two rotations enforce**

Rotate by a small angle about y. The displacement per unit angle is z_j along x and −x_j along z. With zero forces, and with (4) used to subtract the constant z_i, equation (5) gives

Σ_j Φ_ij [Z_ij x̂ − x_j ẑ] = 0.   (8)

Let X be the cell vector whose atom κ moves by x_κ along z, and Y the same with y_κ. Multiplying (8) by i and comparing with (3) gives

C1 e_x = i C0 X, and likewise C1 e_y = i C0 Y.   (9)

A bent wire does not merely shift sideways: its cross-sections also tilt to stay perpendicular to the axis. For a sideways displacement w(z), the local slope w′ requires an axial displacement −x w′. With w = exp(iqz) this suggests the trial vectors

v_x = e_x − iqX, v_y = e_y − iqY.   (10)

Apply C(q) and collect powers of q:

C v_x = C0 e_x + q(C1 e_x − iC0 X) + q²(C2 e_x − iC1 X) + O(q³).

The first term vanishes by (4) and the second by (9). Therefore

C(q) v_x = q²(C2 e_x − iC1 X) + O(q³).   (11)

Without the tilt, the residual C(q)e_x would start with qC1 e_x, which is generally nonzero.

This is not yet the result. Equation (11) permits ω² to start at q², which would be a linear branch. To find the coefficient, form the 2×2 matrix K_ab = v_a† C v_b, with a, b = x, y. Its leading term needs only the part e_a of v_a:

K_ab = q² S_ab + O(q³), S_ab = e_aᵀ C2 e_b − i e_aᵀ C1 X_b,

where X_x = X and X_y = Y. Since C1 is Hermitian, e_aᵀC1 = (C1 e_a)† = (iC0 X_a)† = −iX_aᵀC0. The two factors −i multiply to −1, so

S_ab = e_aᵀ C2 e_b − X_aᵀ C0 X_b.   (12)

Nothing so far makes S vanish.

**4. The coefficient is the tension**

The relevant quantity is the axial tension T = dE_cell/dc, where E_cell is the energy per cell. The claim is

S_ab = T c δ_ab.   (13)

To prove it, write E = Σ_i ε_i, where the site energy ε_i depends on the atoms near i and is itself invariant under rigid motion. Let g_j^i = ∂ε_i/∂R_j, and let h^i be the matrix of second derivatives of ε_i. Zero forces mean

Σ_i g_j^i = 0 for every j.   (14)

Rotate the surroundings of site i by a finite angle θ about an axis parallel to y through the point (0, 0, z_i). Up to second order, atom j moves by θs_j − ½θ²p_j, with

s_j = Z_ij x̂ − x_j ẑ, p_j = x_j x̂ + Z_ij ẑ.

The site energy must not change. The terms of order θ² in its expansion give

½ sᵀ h^i s = ½ Σ_j g_j^i · p_j.   (15)

Thus a linearised rotation does have a second-order energy. The reason is geometric: moving atoms along the tangent s, rather than along the circle, lengthens distances in the rotation plane by the fraction θ²/2.

Now apply the real displacement u_j = w(z_j) x̂ − x_j w′(z_j) ẑ with w = cos qz, which is the real part of v_x exp(iqz_j). Near site i it equals a translation, plus the linearised rotation with θ = w′(z_i), plus a remainder of order q². The terms linear in u cancel in the total by (14). In the quadratic energy the translation drops out, the rotation contributes (15), and its cross term with the remainder is of order q·q² = q³. Summing over the sites of one cell gives, to order q²,

E₂ = ½ w′² Σ_i∈cell Σ_j g_j^i · (x_j x̂ + Z_ij ẑ).   (16)

In the x part, periodicity allows the sum to run instead over j in one cell and all i, and (14) makes it zero. The z part is the first-order change of E_cell per unit strain when all z and c are scaled together. That change is c dE_cell/dc = Tc, since at zero forces any accompanying shift of the atoms within the cell costs nothing to first order. So E₂ = ½ T c w′² per cell.

The average of w′² is q²/2, so the mean energy per cell is ¼Tcq². The same mean energy for the real part of a complex wave is ¼ v_x†Cv_x = ¼S_xx q². Hence S_xx = Tc. The argument holds for every transverse direction, and S is real and symmetric, so (13) follows.

Rotational invariance at zero atomic forces therefore does not by itself make bending quadratic. A stretched string obeys it too. Within the pair v_x, v_y the additional condition at order q² is zero tension, which means a relaxed period; the order q³ is treated next. Zero tension does not exclude a coupling of order q² between these vectors and the twist, which section 8 takes up.

**5. Why the branches are then quadratic**

Let T = 0 and let the wire be stable, ω² ≥ 0 for all small q of either sign. Then K starts at third order, K = q³K3 + O(q⁴). For any fixed pair of complex amplitudes a = (a_x, a_y), stability requires a†K a ≥ 0. But q³ a†K3 a changes sign with q, so it must vanish for every a. Hence K3 = 0 and K = O(q⁴).

For the combined vector v = a_x v_x + a_y v_y the norm is

v† M v = M_cell |a|² + q² Σ_κ M_κ |a_x x_κ + a_y y_κ|² ≥ M_cell |a|²,

where M_cell is the mass per cell. The ratio v†Cv / v†Mv is thus at most a constant times q⁴ throughout a two-dimensional space. By the min-max principle, the second-lowest ω² cannot exceed the largest value of this ratio in that space. Therefore

0 ≤ ω₁² ≤ ω₂² ≤ const · q⁴.   (17)

Two branches rise no faster than q². They are quadratic when their stiffness is nonzero. No symmetry of the cross-section was used.

**6. The bending law and its two limits**

The bound (17) does not give the coefficient, because v_x leaves the atoms in a bent cell unrelaxed. For slow bending the internal vibrations have finite frequencies and follow the curvature adiabatically. Define B by the relaxed energy ½Bκ² per unit length at curvature κ.

Suppose that the wire has a threefold axis and a mirror plane containing the axis. The curvature is a transverse vector, whereas stretch and twist are unchanged by the threefold rotation, so no bilinear coupling between them is allowed. The same rotation makes B independent of direction. The mirror forbids the term w_x′w_y″ − w_y′w_x″, which would give a contribution of order q³. With ρ = M_cell/c, the leading Lagrangian per unit length for one direction is

L = ½ρ(∂w/∂t)² − ½T w′² − ½B w″².

Its equation of motion is ρ ∂²w/∂t² = T w″ − B w⁗, and a plane wave gives

ρω² = T q² + B q⁴.   (18)

For T = 0, ω = (B/ρ)^½ q². For T > 0 and q well below

q_T = (|T|/B)^½,   (19)

ω = (T/ρ)^½ q, the law of a string. For T < 0, ω² is negative for q below q_T: the compressed wire buckles. Equation (18) is a long-wave law; it requires q times the wire radius to be small.

The other two branches start from axial translation and twist. A wave of stretch w_z has the energy ½K w_z′² per unit length, where K is the change of tension per unit strain, so

ρω² = K q².   (20)

The twist is also linear when its torsional stiffness is nonzero, since a uniform angle costs nothing and the energy begins with the square of its gradient.

**7. A model tube**

The example is a tube of stacked triangles, each turned by 60° against the next, with six atoms of mass 50 u per cell. The energy is a Morse pair term (depth 1 eV, decay 2.5 Å⁻¹, bond length 2.5 Å) plus a many-body term quadratic in a local density. The parameters are round and stand for no material. The model replaces the electronic-structure calculation; the invariances do not depend on that choice. The values below are taken from the numerical output that follows the text.

Relaxing atoms and period gives c = 4.060 Å and a radius of 1.443 Å. At q = 0 there are four zero modes, and the next mode lies at 0.0304 eV. Two atoms per cell placed on the axis give three zero modes, as (6) requires. If the radius is enlarged by 3% without relaxation, the largest force component is 2.395 eV/Å and the largest component of C0 t is also 2.395 eV/Å; a test confirms (5) component by component.

At q = 0.01 Å⁻¹ both bending modes have ħω = 5.035×10⁻⁶ eV, and at 2q they have 2.014×10⁻⁵ eV. The ratio is 4.00, hence an exponent of 2. The other two branches have exponent 1. The residual of the trial vector scales as q² with the tilt and as q without it, in agreement with (11).

The phonon frequency gives B = 44.8 eV Å, or 3.11 hartree bohr. An independent value comes from closing 200 cells into a ring and relaxing it. The curvature is 0.007738 Å⁻¹ and the energy rises by 5.436×10⁻³ eV per cell, so

B = 2 × 5.436×10⁻³ / (0.007738² × 4.060) eV Å = 44.7 eV Å.

The two values differ by 0.2% of the phonon value. Both were taken at finite q or κ, and the remaining difference was not analysed further. The unrelaxed trial vector gives 105.7 eV Å. This is an upper bound, larger by a factor of 2.4, and it shows how much the atoms inside a bent cell relax.

A stretch of 1% produces T = 0.914 eV/Å. The product Tc is 3.747 eV, and the lattice sum (12) gives S_xx = S_yy = 3.747 eV, as (13) demands. The initial phonon slope returns the same tension. From (19), taking B from the unstretched tube,

q_T ≈ (0.914/44.8)^½ Å⁻¹ = 0.14 Å⁻¹,

a wavelength of about 44 Å. Even this small strain therefore changes the bending branch at all longer wavelengths.

A compression of 1% gives T = −0.925 eV/Å. At q = 0.01 Å⁻¹, (18) predicts

Tq² + Bq⁴ = (−9.2485×10⁻⁵ + 0.0448×10⁻⁵) eV/Å³ = −9.20×10⁻⁵ eV/Å³,

against +4.48×10⁻⁷ eV/Å³ for the relaxed tube. The ratio is −205, or −203 after the 1% increase of ρ is included. The computed frequencies are 7.180×10⁻⁵ eV (imaginary) and 5.035×10⁻⁶ eV (real), and their squares have the ratio −203.

The two tensions also identify the linear branches. They give K ≈ (0.914 + 0.925)/0.02 = 91.9 eV/Å. By (18) and (20), the stretch frequency exceeds the bending frequency by the factor (K/Bq²)^½ = 143, which predicts 7.2×10⁻⁴ eV. The upper linear branch lies at 7.22×10⁻⁴ eV and is therefore the stretch. The lower one, at 4.86×10⁻⁴ eV, is the twist.

**8. Consequences for computed force constants**

In the last calculation, force constants between atoms more than 3 Å apart were discarded, and the translational rule was restored at q = 0 by projecting out the three translations. Three zero modes survive, but the twist moves to 0.0097 eV, about a third of the lowest true vibration. This value is computed from tᵀCt divided by the atomic mass times tᵀt. It is an exact mode frequency, because t is the only displacement that is invariant under the threefold rotation, odd under the mirror, and even under the inversion that exchanges the two triangles, and the truncation and the projection keep these symmetries. Such a mode could easily be taken for a physical one. Its frequency is nonzero only because of the truncation, since the full force constants of the same structure give zero. The value also depends on how the translational rule is restored.

The remedy has two parts. Atoms and period must be relaxed first, since no correction of Φ can justify setting the right side of (5) or the tension in (13) to zero when the structure has forces or tension. For the relaxed wire, the conditions (4), (5) with F = 0, and S_ab = 0 are all linear in Φ, so they can be imposed together as linear constraints on the force constants. They constrain the power of q with which the branches start, not the coefficient: B remains only as accurate as the force constants that were kept. They remove K only up to order q². The cubic coefficient K3 vanished in section 5 because stability was assumed, which the constraints do not guarantee. Since C(−q) = C(q)* and v_a(−q) = v_a(q)*, K3 is imaginary and Hermitian, so only its xy element can be nonzero, and a mirror plane containing the axis sets it to zero. A wire without such a mirror needs more care. The repeated cell fixes its twist per length, so it can carry a torque even when its atoms and period are relaxed. The torque enters through the term w_x′w_y″ − w_y′w_x″ of section 6: it makes K3 nonzero and the longest bending waves unstable, as in a rod that buckles when twisted. Such a K3 belongs to the structure and must not be removed by a constraint on Φ; the twist per length has to be relaxed as well. A mirror alone does not make a wire safe either. The straight cell also fixes the curvature at zero, so a wire with neither a rotation or screw axis along z nor an inversion centre, such as a ribbon with unequal edges, can carry a bending moment μ at zero forces and zero tension. Let the axial stress σ vary with x, with zero sum and first moment μ. A twist angle φ(z) and a shift w(z) along y move a point by w + xφ along y, and the cross term of ½σ(w′ + xφ′)², summed over the section, is μw′φ′. With torsional stiffness G, the stiffness matrix of w and φ has the diagonal elements Bq⁴ and Gq² and the off-diagonal element μq². Its determinant is negative for q < |μ|/(BG)^½, and at small q the lowest ω² is negative and proportional to q², even though S and K3 vanish. The constraints listed above do not act on this coupling. It belongs to the structure, whose straight form is then not its relaxed form. If the wire is deliberately held under tension, the condition S_ab = 0 must be replaced by S_ab = Tcδ_ab, for then the linear start of the bending branches is physical.

Numbers as computed

```
Morse depth 1.0 eV, decay 2.5 1/A, bond length 2.5 A
density-term strength 0.1 eV, reference density 6.0
atomic mass 50.0 u, atoms per cell 6, neighbour reach 2 cells
relaxed period c = 4.06008 A
relaxed tube radius = 1.44317 A
residual tension at c = 9.8e-15 eV/A
zero modes at q=0: tube 4, atoms on axis 3
largest |C0 t| for twist = 2.5e-14 eV/A
lowest nonzero |hbar omega| at q=0 = 0.030441 eV
swollen radius +3%: largest force = 2.3952 eV/A
swollen radius +3%: largest |C0 t| = 2.3952 eV/A
residual order in q: no tilt 0.9999, with tilt 2.0000
small wavevector q = 0.01 1/A
bending 1: hbar omega(q) = 5.0348e-06 eV, (2q) = 2.0138e-05 eV, exponent 1.9999
bending 2: hbar omega(q) = 5.0348e-06 eV, (2q) = 2.0138e-05 eV, exponent 1.9999
linear 1: hbar omega(q) = 4.8555e-04 eV, (2q) = 9.7104e-04 eV, exponent 0.9999
linear 2: hbar omega(q) = 7.2220e-04 eV, (2q) = 1.4442e-03 eV, exponent 0.9998
lowest hbar omega on q grid 0.02 1/A to pi/c = 2.0138e-05 eV
B from phonon = 44.8084 eV A
B from phonon = 3.1118 hartree bohr
B from unrelaxed trial vector = 105.6987 eV A
ring: 200 cells, curvature = 0.007738 1/A
ring: energy above straight tube = 5.436427e-03 eV per cell
B from relaxed ring = 44.7279 eV A
stretch +1%: T from energy = 0.913845 eV/A
stretch +1%: T c = 3.747389 eV
stretch +1%: S_xx = 3.747389 eV, S_yy = 3.747389 eV
stretch +1%: T from phonon slope = 0.913845 eV/A
compression -1%: T = -0.924850 eV/A
compression -1%: signed hbar omega(q) = -7.1804e-05 eV (negative means imaginary)
force constants cut at 3.0 A: zero modes left = 3
force constants cut at 3.0 A: signed twist hbar omega = 0.009684 eV
```
